# Ewald Form of the Ion-Ion Dynamical Matrix at Finite Wavevector: verification in Python

```python
"""
Ewald form of the ion-ion force-constant matrix C(q), atomic units.
Ions Z[k] at R+tau[k] in a rigid uniform neutralizing background:
  C[k,p](q) = F[k,p](q) - delta(k,p) * sum_j F[k,j](0)
  F = reciprocal sum + screened real-space sum + self correction.
eta is the splitting parameter (1/bohr), K=q+G, d=tau[k]-tau[p].
Displacements are U[k] exp(i q.R). K=0 is absent from F(0).
Claim: F and C do not depend on eta, and C is the second derivative
of the bare Coulomb energy. The checks use windowed direct sums and
frozen-wave energies, neither of which uses the Ewald splitting.
"""
import numpy as np
import sympy as sp
from scipy.special import erfc
from scipy.constants import physical_constants

edges = np.array([5.0, 6.0, 7.0])
cell = np.diag(edges)
recip_cell = 2*np.pi*np.linalg.inv(cell).T
volume = np.linalg.det(cell)
Z = np.array([3.0, 1.0])
frac = np.array([[0.0, 0.0, 0.0], [0.4, 0.5, 0.3]])
tau = frac @ cell
q_frac = np.ones(3)/3
q_main = q_frac @ recip_cell
zero_q = np.zeros(3)
identity = np.eye(3)
root_pi = np.sqrt(np.pi)


def index_box(n):
    axes = [np.arange(-int(m), int(m)+1) for m in n]
    return np.stack(np.meshgrid(*axes, indexing="ij"), -1).reshape(-1, 3)


def weighted_outer(vectors, weights):
    return (vectors*weights[:, None]).T @ vectors


def screened_coefficients(r, eta):
    """Hessian of erfc(eta r)/r = a x x^T - b identity."""
    gauss = 2*eta/root_pi*np.exp(-(eta*r)**2)
    b = erfc(eta*r)/r**3 + gauss/r**2
    a = (3*erfc(eta*r)/r**3 + gauss*(3/r**2 + 2*eta**2))/r**2
    return a, b


def lattice_sets(q, eta):
    R = index_box(np.ceil(6.5/eta/edges)+2) @ cell
    n_g = np.ceil(13*eta*edges/(2*np.pi))+2
    K = q + index_box(n_g) @ recip_cell
    K = K[np.sum(K*K, axis=1) > 1e-20]
    return R, K


def ewald_parts(q, eta):
    """Reciprocal, real-space and self parts of F, shape (3,2,2,3,3)."""
    R, K = lattice_sets(q, eta)
    k2 = np.sum(K*K, axis=1)
    out = np.zeros((3, 2, 2, 3, 3), complex)
    for k in range(2):
        for p in range(2):
            d = tau[k]-tau[p]
            zz = Z[k]*Z[p]
            wk = np.exp(-k2/(4*eta**2) + 1j*(K @ d))/k2
            out[0, k, p] = zz*4*np.pi/volume*weighted_outer(K, wk)
            x = R-d
            r = np.linalg.norm(x, axis=1)
            keep = r > 1e-9
            x, r = x[keep], r[keep]
            phase = np.exp(1j*(R[keep] @ q))
            a, b = screened_coefficients(r, eta)
            hess = weighted_outer(x, a*phase) - identity*np.sum(b*phase)
            out[1, k, p] = -zz*hess
        out[2, k, k] = -Z[k]**2*4*eta**3/(3*root_pi)*identity
    return out


def ewald_matrix(q, eta):
    C = ewald_parts(q, eta).sum(axis=0)
    F0 = ewald_parts(zero_q, eta).sum(axis=0)
    for k in range(2):
        C[k, k] -= F0[k].sum(axis=0)
    return C


def flat(C):
    return C.transpose(0, 2, 1, 3).reshape(6, 6)


# Explicit screened Hessian and self limit against symbolic calculus.
sx, sy, sz, se = sp.symbols("x y z eta", positive=True)
sr = sp.sqrt(sx**2+sy**2+sz**2)
point = np.array([1.1, 0.7, 1.9])
values = {sx: point[0], sy: point[1], sz: point[2], se: 0.5}
symbolic = np.array(sp.hessian(sp.erfc(se*sr)/sr, (sx, sy, sz))
                    .subs(values).evalf().tolist(), dtype=float)
a0, b0 = screened_coefficients(np.linalg.norm(point), 0.5)
explicit = a0*np.outer(point, point)-b0*identity
assert np.allclose(symbolic, explicit, atol=1e-12, rtol=1e-11)
smooth = sp.series(sp.erf(se*sx)/sx, sx, 0, 4).removeO()
curvature = 2*sp.expand(smooth).coeff(sx, 2)
assert sp.simplify(curvature + 4*se**3/(3*sp.sqrt(sp.pi))) == 0

# Independence of eta, separately for F at q, F at zero and C.
etas = [0.3, 0.5, 0.8]
parts_q = [ewald_parts(q_main, e) for e in etas]
parts_0 = [ewald_parts(zero_q, e) for e in etas]
matrices = [ewald_matrix(q_main, e) for e in etas]
C = matrices[1]
for i in range(3):
    assert np.allclose(parts_q[i].sum(0), parts_q[1].sum(0), atol=1e-11)
    assert np.allclose(parts_0[i].sum(0), parts_0[1].sum(0), atol=1e-11)
    assert np.allclose(matrices[i], C, atol=1e-11)
eta_spread = max(np.abs(m-C).max() for m in matrices)

# Numerical eta derivatives against the Gaussian lattice sums.
eta_mid, step = 0.5, 1e-4
numeric_slopes = (ewald_parts(q_main, eta_mid+step)
                  - ewald_parts(q_main, eta_mid-step))/(2*step)
slopes = np.zeros_like(numeric_slopes)
R, K = lattice_sets(q_main, eta_mid)
k2 = np.sum(K*K, axis=1)
for k in range(2):
    for p in range(2):
        d = tau[k]-tau[p]
        zz = Z[k]*Z[p]
        wk = np.exp(-k2/(4*eta_mid**2)+1j*(K @ d))
        slopes[0, k, p] = (zz*2*np.pi/(volume*eta_mid**3)
                           * weighted_outer(K, wk))
        x = R-d
        r2 = np.sum(x*x, axis=1)
        wr = np.exp(-eta_mid**2*r2+1j*(R @ q_main))
        wr[r2 < 1e-18] = 0
        hess = (4*eta_mid**4*weighted_outer(x, wr)
                - 2*eta_mid**2*identity*wr.sum())
        slopes[1, k, p] = zz*2/root_pi*hess
    slopes[2, k, k] = -Z[k]**2*4*eta_mid**2/root_pi*identity
assert np.allclose(slopes, numeric_slopes, atol=2e-6)
assert np.abs(slopes.sum(axis=0)).max() < 1e-11

# Direct bare Coulomb sums with a smooth, wide spherical window.
window_length = 30.0
R_big = index_box(np.ceil(5.4*window_length/edges)+1) @ cell
home = np.all(np.abs(R_big) < 1e-10, axis=1)
bloch = np.exp(1j*(R_big @ q_main))


def window(r):
    t = (r/window_length)**2
    return np.exp(-t)*(1+t+t*t/2+t**3/6)


direct = np.zeros((2, 2, 3, 3), complex)
direct_site = np.zeros((2, 3, 3))
for k in range(2):
    for p in range(2):
        x = R_big-(tau[k]-tau[p])
        r = np.linalg.norm(x, axis=1)
        keep = ~home if k == p else np.ones(len(R_big), bool)
        x, r, phase = x[keep], r[keep], bloch[keep]
        w = window(r)
        h_q = (weighted_outer(x, 3*w*phase/r**5)
               - identity*np.sum(w*phase/r**3))
        h_0 = (weighted_outer(x, 3*w/r**5)
               - identity*np.sum(w/r**3))
        direct[k, p] -= Z[k]*Z[p]*h_q
        direct_site[k] += Z[k]*Z[p]*h_0
    # Curvature of the uniform background potential at the ion.
    direct_site[k] += 4*np.pi/3*Z[k]*Z.sum()/volume*identity
    direct[k, k] += direct_site[k]
site = np.array([-parts_0[1].sum(0)[k].sum(0) for k in range(2)])
direct_error = np.abs(direct-C).max()
site_error = np.abs(direct_site-site).max()
# Remaining window error scales as a high inverse power of |q| L.
assert direct_error < 1e-6
assert site_error < 1e-6


# Frozen-wave energy per cell; the background adds only a constant.
def wave_energy(h, U):
    total = 0.0
    for m in range(3):
        ref_phase = np.exp(1j*(m*cell[0] @ q_main))
        for k in range(2):
            u_ref = h*(U[k]*ref_phase).real
            for p in range(2):
                wave = bloch*ref_phase
                u = h*(wave[:, None]*U[p]).real
                x = R_big+tau[p]-tau[k]+u-u_ref
                if k == p:
                    x = x[~home]
                r = np.sqrt(np.sum(x*x, axis=1))
                total += 0.5*Z[k]*Z[p]*np.sum(window(r)/r)
    return total/3


rng = np.random.default_rng(7)
wave_results = []
for trial in range(2):
    U = rng.normal(size=(2, 3))+1j*rng.normal(size=(2, 3))
    U /= np.linalg.norm(U)
    e0 = wave_energy(0.0, U)
    seconds = []
    for h in (0.03, 0.06):
        e2 = wave_energy(h, U)+wave_energy(-h, U)-2*e0
        seconds.append(e2/h**2)
    measured = (4*seconds[0]-seconds[1])/3
    vector = U.reshape(6)
    predicted = 0.5*np.vdot(vector, flat(C) @ vector).real
    # Tolerance covers window, step and energy-rounding errors.
    assert abs(measured-predicted) < 3e-6
    wave_results.append((measured, predicted))

# Symmetry, trace and direction-dependent small-q limit.
assert np.allclose(flat(C), flat(C).conj().T, atol=1e-11)
shifted = ewald_matrix(q_main+recip_cell[0], 0.5)
assert np.allclose(shifted, C, atol=1e-11)
traces = np.trace(C, axis1=2, axis2=3)
expected_trace = np.diag(4*np.pi*Z*Z.sum()/volume)
assert np.allclose(traces, expected_trace, atol=1e-11)
small_q = 1e-6
row_sums = []
for direction in (np.array([1., 0., 0.]), np.array([1., 2., 2.])/3):
    near = ewald_matrix(small_q*direction, 0.5).sum(axis=1)
    row_sums.append(near)
    for k in range(2):
        limit = (4*np.pi*Z[k]*Z.sum()/volume
                 * np.outer(direction, direction))
        assert np.allclose(near[k], limit, atol=1e-5)

# Numerical record for the worked example.
print("Force constants in Ha/bohr^2 unless another unit is stated")
print("cell edges (bohr):", edges, " volume (bohr^3): %.3f" % volume)
print("ion charges (e):", Z)
print("ion 2 position (bohr):", np.round(tau[1], 6))
print("q (1/bohr):", np.round(q_main, 6),
      " |q|: %.6f" % np.linalg.norm(q_main))
print("F(q), element 1x,1x: eta(1/bohr) recip real self sum")
for e, part in zip(etas, parts_q):
    v = part[:, 0, 0, 0, 0].real
    print("%.1f %.8f %.8f %.8f %.8f" % (e, *v, v.sum()))
print("On-site 1x,1x: eta(1/bohr) recip real self sum")
for e, part in zip(etas, parts_0):
    v = -part[:, 0].sum(axis=1)[:, 0, 0].real
    print("%.1f %.8f %.8f %.8f %.8f" % (e, *v, v.sum()))
print("C element 1x,1x: eta(1/bohr) value")
for e, matrix in zip(etas, matrices):
    print("%.1f %.10f" % (e, matrix[0, 0, 0, 0].real))
print("C element 1x,2y: eta(1/bohr) recip real total (complex)")
for e, part in zip(etas, parts_q):
    v = part[:, 0, 1, 0, 1]
    print("%.1f" % e, *["%.8f%+.8fi" % (c.real, c.imag)
                        for c in (v[0], v[1], v.sum())])
print("largest C change across eta: %.1e" % eta_spread)
slope = slopes[:, 0, 0, 0, 0].real
print("dF/deta at eta=0.5/bohr, 1x,1x (Ha/bohr):")
print("recip %.8f real %.8f self %.8f" % tuple(slope))
print("largest summed slope, all elements (Ha/bohr): %.1e"
      % np.abs(slopes.sum(axis=0)).max())
for k in range(2):
    print("C block %d,%d (real part), rows x y z:" % (k+1, k+1))
    for row in C[k, k].real:
        print(" ".join("%.8f" % v for v in row))
print("C block 1,2, rows x y z:")
for row in C[0, 1]:
    print(" ".join("%.6f%+.6fi" % (v.real, v.imag) for v in row))
print("direct window length (bohr): %.1f" % window_length)
print("direct C 1x,1x: %.8f" % direct[0, 0, 0, 0].real)
print("largest direct-sum error, C: %.1e" % direct_error)
print("largest direct-sum error, on-site: %.1e" % site_error)
for i, (measured, predicted) in enumerate(wave_results, 1):
    print("wave %d d2E/dh2: energy %.8f matrix %.8f"
          % (i, measured, predicted))
print("trace C11 %.8f, trace C22 %.8f"
      % (traces[0, 0].real, traces[1, 1].real))
print("magnitude of trace C12: %.1e" % abs(traces[0, 1]))
print("small q along x (1/bohr): %.1e" % small_q)
print("ion 1 row sum: xx %.7f, magnitude of yy %.1e"
      % (row_sums[0][0, 0, 0].real, abs(row_sums[0][0, 1, 1])))
hartree_ev = physical_constants["Hartree energy in eV"][0]
bohr_angstrom = physical_constants["Bohr radius"][0]*1e10
conversion = hartree_ev/bohr_angstrom**2
print("1 Ha/bohr^2 in eV/angstrom^2: %.6f" % conversion)
print("C 1x,1x (eV/angstrom^2): %.6f"
      % (C[0, 0, 0, 0].real*conversion))
c12 = C[0, 1, 0, 1]*conversion
print("C 1x,2y (eV/angstrom^2): %.6f%+.6fi" % (c12.real, c12.imag))
print("all good")
```

Output:

```
Force constants in Ha/bohr^2 unless another unit is stated
cell edges (bohr): [5. 6. 7.]  volume (bohr^3): 210.000
ion charges (e): [3. 1.]
ion 2 position (bohr): [2.  3.  2.1]
q (1/bohr): [0.418879 0.349066 0.299199]  |q|: 0.621954
F(q), element 1x,1x: eta(1/bohr) recip real self sum
0.3 0.18581270 0.08264666 -0.18279743 0.08566193
0.5 0.92622148 0.00572482 -0.84628438 0.08566193
0.8 3.55204148 0.00000125 -3.46638080 0.08566193
On-site 1x,1x: eta(1/bohr) recip real self sum
0.3 -0.01291020 0.20605197 0.18279743 0.37593919
0.5 -0.48859523 0.01825005 0.84628438 0.37593919
0.8 -3.09046739 0.00002578 3.46638080 0.37593919
C element 1x,1x: eta(1/bohr) value
0.3 0.4616011208
0.5 0.4616011208
0.8 0.4616011208
C element 1x,2y: eta(1/bohr) recip real total (complex)
0.3 -0.02409065-0.02635221i -0.04514387-0.05358292i -0.06923452-0.07993513i
0.5 -0.06144929-0.07267589i -0.00778524-0.00725924i -0.06923452-0.07993513i
0.8 -0.06920492-0.07991646i -0.00002960-0.00001867i -0.06923452-0.07993513i
largest C change across eta: 2.7e-15
dF/deta at eta=0.5/bohr, 1x,1x (Ha/bohr):
recip 5.18976708 real -0.11206083 self -5.07770625
largest summed slope, all elements (Ha/bohr): 3.6e-15
C block 1,1 (real part), rows x y z:
0.46160112 0.04988507 0.04205813
0.04988507 0.23583832 0.01798343
0.04205813 0.01798343 0.02063888
C block 2,2 (real part), rows x y z:
0.08398014 0.00554279 0.01718816
0.00554279 0.11460790 0.00199816
0.01718816 0.00199816 0.04077140
C block 1,2, rows x y z:
0.002106-0.011685i -0.069235-0.079935i -0.050388+0.013404i
-0.069235-0.079935i -0.005547+0.020701i -0.075077-0.015646i
-0.050388+0.013404i -0.075077-0.015646i 0.003441-0.009016i
direct window length (bohr): 30.0
direct C 1x,1x: 0.46160112
largest direct-sum error, C: 2.2e-09
largest direct-sum error, on-site: 3.1e-10
wave 1 d2E/dh2: energy 0.09038067 matrix 0.09038068
wave 2 d2E/dh2: energy 0.08720951 matrix 0.08720953
trace C11 0.71807832, trace C22 0.23935944
magnitude of trace C12: 4.4e-17
small q along x (1/bohr): 1.0e-06
ion 1 row sum: xx 0.7180783, magnitude of yy 1.5e-07
1 Ha/bohr^2 in eV/angstrom^2: 97.173624
C 1x,1x (eV/angstrom^2): 44.855454
C 1x,2y (eV/angstrom^2): -6.727770-7.767587i
all good
```
